# The Electron–Phonon Coupling Hamiltonian from the First-Order Crystal Potential: verification in Python

```python
"""Electron-phonon coupling from the first-order change of a crystal potential.

Result under test, for N cells and atoms kappa of mass M_kappa:
  H_ep = N^(-1/2) sum g c^dagger_{m,k+q} c_{n,k} (a_q + a^dagger_{-q}),
  g = l * <m,k+q| sum_kappa sqrt(M0/M_kappa) e_kappa(q)
                  sum_p exp(i q R_p) dV/du_{kappa,p} |n,k>,
  l = sqrt(hbar / (2 M0 omega)), the zero-point length for reference mass M0.
e_kappa: polarisation vector; u: atomic displacement; R_p: cell position.
Bloch states are normalised over the N-cell crystal.
Model: diatomic chain with springs; the electron feels Gaussian wells.
Units: eV and angstrom with hbar = 1, so masses are in 1/(eV angstrom^2).
"""
import numpy as np
from scipy import constants as sc

HBAR2_PER_U = sc.hbar**2 / (sc.atomic_mass * sc.e * sc.angstrom**2)
KIN = sc.hbar**2 / (2 * sc.m_e * sc.e * sc.angstrom**2)

a = 4.0
tau = np.array([0.0, 1.8])
mass_u = np.array([20.0, 30.0])
mass = mass_u / HBAR2_PER_U
depth = np.array([6.0, 4.0])
sigma = 0.5
K_in, K_out = 8.0, 5.0          # springs inside a cell and between cells
N = 8
B = 2 * np.pi / a
G = B * np.arange(-12, 13)
G_ZERO = 12                     # index of the G = 0 plane wave


# ---------- derived formula, evaluated in one primitive cell ----------
def phonons(q):
    off = -(K_in + K_out * np.exp(-1j * q * a)) / np.sqrt(mass[0] * mass[1])
    dyn = np.array([[(K_in + K_out) / mass[0], off],
                    [np.conj(off), (K_in + K_out) / mass[1]]])
    w2, e = np.linalg.eigh(dyn)
    e = e * np.exp(-1j * np.angle(e[0]))      # first component real, positive
    return np.sqrt(np.abs(w2)), e


def well_ft(kappa, Q):
    return (-depth[kappa] * sigma * np.sqrt(2 * np.pi)
            * np.exp(-0.5 * (sigma * Q)**2))


def bloch(k):
    dG = G[:, None] - G[None, :]
    H = np.diag(KIN * (k + G)**2).astype(complex)
    for kappa in range(2):
        H += well_ft(kappa, dG) * np.exp(-1j * dG * tau[kappa]) / a
    E, c = np.linalg.eigh(H)
    return E, c * np.exp(-1j * np.angle(c[G_ZERO]))


def derivative_elements(m, n, k, q):
    left, right = bloch(k + q)[1][:, m], bloch(k)[1][:, n]
    Q = q + G[:, None] - G[None, :]
    return np.array([left.conj() @ (-1j * Q * well_ft(s, Q)
                     * np.exp(-1j * Q * tau[s]) / a) @ right
                     for s in range(2)])


def coupling(m, n, k, q):
    """Zero-point lengths, patterns, slopes and g for both branches."""
    w, e = phonons(q)
    length = 1 / np.sqrt(2 * mass[0] * w)     # reference mass M0 = M_1
    pattern = np.sqrt(mass[0] / mass)[:, None] * e
    slope = derivative_elements(m, n, k, q) @ pattern
    return length, pattern, slope, length * slope


# ---------- independent road: the whole N-cell crystal ----------
L = N * a
R = a * np.arange(N)
sites = (R[:, None] + tau[None, :]).ravel()
site_mass = np.tile(mass, N)
site_depth = np.tile(depth, N)
NX = 256
dx = L / NX
x = dx * np.arange(NX)


def potential(positions):
    d = (x[:, None] - positions[None, :] + L / 2) % L - L / 2
    return -(site_depth * np.exp(-0.5 * (d / sigma)**2)).sum(axis=1)


def kinetic(points, spacing, coefficient):
    kk = 2 * np.pi * np.fft.fftfreq(points, spacing)
    T = np.fft.ifft(coefficient * kk[:, None]**2
                    * np.fft.fft(np.eye(points), axis=0), axis=0).real
    return 0.5 * (T + T.T)


def wave(n, k):
    c = bloch(k)[1][:, n]
    return np.exp(1j * np.outer(x, k + G)) @ c / np.sqrt(L)


step = 1e-3
gradient = []
for i in range(2 * N):
    shift = np.zeros(2 * N)
    shift[i] = step
    gradient.append((potential(sites + shift) - potential(sites - shift))
                    / (2 * step))
gradient = np.array(gradient)

force = np.zeros((2 * N, 2 * N))
for p in range(N):
    for i, j, K in ((2*p, 2*p + 1, K_in), (2*p + 1, (2*p + 2) % (2*N), K_out)):
        force[i, i] += K
        force[j, j] += K
        force[i, j] -= K
        force[j, i] -= K

# First-order expansion: the remainder must be quadratic in displacement.
trial = 0.05 * np.cos(1.3 * np.arange(2 * N))
V0 = potential(sites)


def remainder(u):
    return np.linalg.norm(potential(sites + u) - V0 - u @ gradient)


remainder_ratio = remainder(trial) / remainder(trial / 2)
remainder_size = remainder(trial) / np.linalg.norm(trial @ gradient)
assert abs(remainder_ratio - 4) < 0.1

# Quantised displacements: u = A a + h.c., p = P a + h.c.
columns, omegas = [], []
for index in range(-N // 2 + 1, N // 2 + 1):
    q = B * index / N
    w, e = phonons(q)
    for nu in range(2):
        if index == 0 and nu == 0:
            continue                          # rigid translation
        amp = e[:, nu] / np.sqrt(2 * mass * w[nu] * N)
        columns.append((np.exp(1j * q * R)[:, None] * amp).ravel())
        omegas.append(w[nu])
A = np.array(columns).T
omegas = np.array(omegas)
P = -1j * site_mass[:, None] * A * omegas
commutator = A @ P.conj().T - A.conj() @ P.T
expected = 1j * (np.eye(2*N) - site_mass[None, :] / site_mass.sum())
assert np.allclose(commutator, expected, atol=1e-9)
pair = P.T @ (P / site_mass[:, None]) + A.T @ force @ A
number = P.conj().T @ (P / site_mass[:, None]) + A.conj().T @ force @ A
assert np.allclose(pair, 0, atol=1e-10)
assert np.allclose(number, np.diag(omegas), atol=1e-10)

# Zero-point covariance from the full force-constant matrix.
root = np.sqrt(site_mass)
w2, U = np.linalg.eigh(force / np.outer(root, root))
U = U[:, 1:] / root[:, None]
covariance = (U / (2 * np.sqrt(w2[1:]))) @ U.T

# Matrix elements, momentum selection, zero-point variance, Hermiticity.
cases = [(0, 0, -1, 2), (0, 0, 1, 3), (1, 0, 2, -3), (1, 1, -3, 1)]
spreads = []
for m, n, ik, iq in cases:
    k, q = B * ik / N, B * iq / N
    right = wave(n, k)
    elements = gradient @ (wave(m, k + q).conj() * right) * dx
    direct = np.exp(1j * q * R) @ elements.reshape(N, 2)
    assert np.allclose(direct, derivative_elements(m, n, k, q), atol=1e-5)
    for other in range(1, N):
        wrong = gradient @ (wave(m, k + q + B*other/N).conj() * right) * dx
        assert np.allclose(np.exp(1j*q*R) @ wrong.reshape(N, 2), 0, atol=1e-8)
    g = coupling(m, n, k, q)[3]
    variance = (elements.conj() @ covariance @ elements).real
    predicted = np.sum(np.abs(g)**2) / N
    assert abs(variance / predicted - 1) < 1e-4
    spreads.append((np.sqrt(variance), np.sqrt(predicted)))
    assert np.allclose(g.conj(), coupling(n, m, k + q, -q)[3], atol=1e-9)

# Worked example: k = -q/2 in the lowest band.
q = B * 2 / N
k = -q / 2
w, e = phonons(q)
d = derivative_elements(0, 0, k, q)
length, pattern, slope, g = coupling(0, 0, k, q)

# Zero-point length from a numerically diagonalised oscillator.
grid_length = []
for nu in range(2):
    h = 20 * length[nu] / 64
    y = h * (np.arange(64) - 32)
    H = kinetic(64, h, 1 / (2 * mass[0]))
    H += np.diag(0.5 * mass[0] * w[nu]**2 * y**2)
    states = np.linalg.eigh(H)[1]
    grid_length.append(abs(states[:, 1] @ (y * states[:, 0])))
assert np.allclose(np.array(grid_length) / length, 1, atol=1e-7)

# Frozen wave: splitting of the degenerate pair in the distorted crystal.
T = kinetic(NX, dx, KIN)
levels = np.linalg.eigvalsh(T + np.diag(V0))
assert np.allclose(levels[1:3], bloch(k)[0][0], atol=1e-7)
wave_amp = 0.02
gaps, largest = [], []
for nu in range(2):
    u = 2 * wave_amp * np.real(np.exp(1j * q * R)[:, None]
                               * length[nu] * pattern[:, nu]).ravel()
    E = np.linalg.eigvalsh(T + np.diag(potential(sites + u)))
    gaps.append(E[2] - E[1])
    largest.append(np.max(np.abs(u)))
    assert abs(gaps[nu] / (2 * wave_amp * abs(g[nu])) - 1) < 2e-3

# Long waves: zero mean force, and acoustic g proportional to sqrt(q).
k_long = 0.1 * B
assert abs(derivative_elements(0, 0, k_long, 0.0).sum()) < 1e-8
q_long = np.array([0.002, 0.0005])
g_long = np.array([abs(coupling(0, 0, k_long, f * B)[3][0]) for f in q_long])
assert abs(g_long[0] / g_long[1] - 2) < 0.05


def cplx(z):
    return f"{z.real:+.5f} {z.imag:+.5f}i"


print(f"lattice constant {a:.1f} angstrom, cells N = {N}")
print(f"atom positions {tau[0]:.1f}, {tau[1]:.1f} angstrom")
print(f"masses {mass_u[0]:.0f}, {mass_u[1]:.0f} u; reference mass M0 = M_1")
print(f"springs: in cell {K_in:.1f}, between cells {K_out:.1f} eV/angstrom^2")
print(f"well depths {depth[0]:.1f}, {depth[1]:.1f} eV; width {sigma:.1f} angstrom")
print(f"q = {q:.5f}, k = {k:.5f} 1/angstrom")
print(f"electron energy at k and k+q: {bloch(k)[0][0]:.5f} eV")
for s in range(2):
    print(f"derivative element, atom {s+1}: {cplx(d[s])} eV/angstrom")
for nu, name in enumerate(("acoustic", "optical")):
    print(f"--- {name} branch ---")
    print(f"phonon energy {1000*w[nu]:.3f} meV")
    print(f"e_1 = {cplx(e[0, nu])}")
    print(f"e_2 = {cplx(e[1, nu])}")
    print(f"pattern of atom 2: {cplx(pattern[1, nu])}")
    print(f"zero-point length, formula {length[nu]:.6f} angstrom")
    print(f"zero-point length, oscillator grid {grid_length[nu]:.6f} angstrom")
    print(f"slope {cplx(slope[nu])} eV/angstrom")
    print(f"|slope| {abs(slope[nu]):.5f} eV/angstrom")
    print(f"g = {cplx(1000*g[nu])} meV")
    print(f"|g| = {1000*abs(g[nu]):.4f} meV = {abs(g[nu]):.7f} eV")
    print(f"|g|/sqrt(N) = {1000*abs(g[nu])/np.sqrt(N):.4f} meV")
    print(f"frozen wave A = {wave_amp}: largest shift {largest[nu]:.6f} angstrom")
    print(f"splitting, distorted crystal {1000*gaps[nu]:.5f} meV")
    print(f"splitting, 2A|g| {2000*wave_amp*abs(g[nu]):.5f} meV")
print("--- checks on the whole crystal ---")
print(f"zero-point spread, covariance {1000*spreads[0][0]:.4f} meV")
print(f"zero-point spread, from g {1000*spreads[0][1]:.4f} meV")
print(f"largest trial displacement {np.max(np.abs(trial)):.3f} angstrom")
print(f"remainder / linear term {remainder_size:.4f}")
print(f"remainder ratio on halving u {remainder_ratio:.4f}")
print(f"long waves: k = {k_long:.5f} 1/angstrom")
for f, value in zip(q_long, g_long):
    print(f"q = {f*B:.7f} 1/angstrom: acoustic |g| = {1000*value:.5f} meV")
print(f"ratio of these |g| {g_long[0]/g_long[1]:.4f}")
print("tests ok")
```

Printed output:

```
lattice constant 4.0 angstrom, cells N = 8
atom positions 0.0, 1.8 angstrom
masses 20, 30 u; reference mass M0 = M_1
springs: in cell 8.0, between cells 5.0 eV/angstrom^2
well depths 6.0, 4.0 eV; width 0.5 angstrom
q = 0.39270, k = -0.19635 1/angstrom
electron energy at k and k+q: -3.10780 eV
derivative element, atom 1: -0.19286 +0.59685i eV/angstrom
derivative element, atom 2: +0.45740 +0.24792i eV/angstrom
--- acoustic branch ---
phonon energy 24.327 meV
e_1 = +0.60383 +0.00000i
e_2 = +0.67595 +0.42247i
pattern of atom 2: +0.55191 +0.34494i
zero-point length, formula 0.065542 angstrom
zero-point length, oscillator grid 0.065542 angstrom
slope +0.05047 +0.65500i eV/angstrom
|slope| 0.65695 eV/angstrom
g = +3.30817 +42.93008i meV
|g| = 43.0574 meV = 0.0430574 eV
|g|/sqrt(N) = 15.2231 meV
frozen wave A = 0.02: largest shift 0.001583 angstrom
splitting, distorted crystal 1.72229 meV
splitting, 2A|g| 1.72229 meV
--- optical branch ---
phonon energy 62.743 meV
e_1 = +0.79711 +0.00000i
e_2 = -0.51205 -0.32003i
pattern of atom 2: -0.41809 -0.26130i
zero-point length, formula 0.040812 angstrom
zero-point length, oscillator grid 0.040812 angstrom
slope -0.28018 +0.25258i eV/angstrom
|slope| 0.37723 eV/angstrom
g = -11.43465 +10.30825i meV
|g| = 15.3952 meV = 0.0153952 eV
|g|/sqrt(N) = 5.4430 meV
frozen wave A = 0.02: largest shift 0.001301 angstrom
splitting, distorted crystal 0.61581 meV
splitting, 2A|g| 0.61581 meV
--- checks on the whole crystal ---
zero-point spread, covariance 16.1669 meV
zero-point spread, from g 16.1669 meV
largest trial displacement 0.050 angstrom
remainder / linear term 0.0587
remainder ratio on halving u 3.9984
long waves: k = 0.15708 1/angstrom
q = 0.0031416 1/angstrom: acoustic |g| = 3.92905 meV
q = 0.0007854 1/angstrom: acoustic |g| = 1.96479 meV
ratio of these |g| 1.9997
tests ok
```
